# Band edges from closed walks on the chain and square lattice: a numerical check

```python
"""Moments of tight-binding densities of states and closed lattice walks.

Result under test: for H = E0 - t*A (A = nearest-neighbour adjacency matrix),
the 2n-th moment about E0 is t**(2n) times the number of closed 2n-step walks:
binomial(2n,n) for the chain and binomial(2n,n)**2 for the square lattice.
The growth of the even moments gives W, the largest |E - E0| in the band.
E0: on-site energy (eV); t: hopping strength (eV); n: half the walk length.
root = mu_2n**(1/2n); ratio r_n = mu_(2n+2)/mu_2n;
extrapolated W**2 = (n+1)*r_n - n*r_(n-1).
"""
from itertools import product
from math import comb, pi, sqrt
import numpy as np
from scipy.integrate import quad, dblquad

E0, t = 1.0, 0.5
MAX_LENGTH = 80
CHAIN = [(1,), (-1,)]
SQUARE = [(1, 0), (-1, 0), (0, 1), (0, -1)]
TRIANGULAR = SQUARE + [(1, 1), (-1, -1)]


def propagate(steps, length, size):
    """Yield exact walk counts by endpoint after 0, 1, ..., length steps."""
    dim = len(steps[0])
    axes = tuple(range(dim))
    counts = np.zeros((size,) * dim, dtype=object)
    counts[(0,) * dim] = 1
    yield counts
    for _ in range(length):
        counts = sum(np.roll(counts, step, axis=axes) for step in steps)
        yield counts


def closed_walks(steps, length):
    """Closed walks on the infinite lattice: the array is too big to wind."""
    origin = (0,) * len(steps[0])
    return [c[origin] for c in propagate(steps, length, length + 1)]


walks = {"chain": closed_walks(CHAIN, MAX_LENGTH),
         "square": closed_walks(SQUARE, MAX_LENGTH)}
tri = closed_walks(TRIANGULAR, MAX_LENGTH)

# Walk counts against the binomial formulas, and odd moments
for n in range(MAX_LENGTH // 2 + 1):
    assert walks["chain"][2 * n] == comb(2 * n, n)
    assert walks["square"][2 * n] == comb(2 * n, n) ** 2
for name in walks:
    assert all(c == 0 for c in walks[name][1::2])
assert tri[3] > 0

# Literal enumeration of every short walk checks the propagation itself
for steps, counted in ((CHAIN, walks["chain"]), (SQUARE, walks["square"]),
                       (TRIANGULAR, tri)):
    for length in range(1, 7):
        found = sum(all(sum(c) == 0 for c in zip(*path))
                    for path in product(steps, repeat=length))
        assert found == counted[length]

# Independence of x+y and x-y, tested for every endpoint of seven-step walks
seven_chain = list(propagate(CHAIN, 7, 41))[-1]
seven_square = list(propagate(SQUARE, 7, 41))[-1]
for x, y in product(range(-7, 8), repeat=2):
    assert seven_square[x, y] == seven_chain[x + y] * seven_chain[x - y]

# Integrals over the chain density of states and over the square-lattice zone
for n in range(6):
    integral = quad(lambda e: (e - E0) ** (2 * n) / pi, E0 - 2 * t, E0 + 2 * t,
                    weight="alg", wvar=(-0.5, -0.5))[0]
    assert abs(integral / (t ** (2 * n) * walks["chain"][2 * n]) - 1) < 1e-7
zone_sixth = dblquad(lambda a, b: (2 * t * (np.cos(a) + np.cos(b))) ** 6,
                     0, pi, 0, pi)[0] / pi ** 2
assert abs(zone_sixth / (t ** 6 * walks["square"][6]) - 1) < 1e-7

# Finite meshes: diagonalize a ring and a torus with N sites per direction
N = 12
ring = np.roll(np.eye(N), 1, axis=0) + np.roll(np.eye(N), -1, axis=0)
torus = np.kron(ring, np.eye(N)) + np.kron(np.eye(N), ring)
levels, winding = {}, {}
for name, adjacency, expected in (("chain", ring, 2), ("square", torus, 4)):
    energy = np.linalg.eigvalsh(E0 * np.eye(len(adjacency)) - t * adjacency)
    levels[name] = energy
    scaled = [np.mean(((energy - E0) / t) ** m) for m in range(N + 1)]
    for m in range(N):
        assert abs(scaled[m] - walks[name][m]) < 1e-9 * 4 ** m + 1e-10
    winding[name] = scaled[N] - walks[name][N]
    assert abs(winding[name] - expected) < 1e-5

# Growth of the moments, in eV
estimates, ratios = {}, {}
for name in walks:
    mu = [t ** (2 * n) * walks[name][2 * n] for n in range(MAX_LENGTH // 2 + 1)]
    r = [mu[n + 1] / mu[n] for n in range(len(mu) - 1)]
    ratios[name] = r
    true_W = np.max(np.abs(levels[name] - E0))
    assert all(r[n] > r[n - 1] for n in range(1, len(r)))
    assert r[-1] < true_W ** 2
    for n in range(1, len(r)):
        root = mu[n] ** (1 / (2 * n))
        squared = (n + 1) * r[n] - n * r[n - 1]
        assert root <= sqrt(r[n - 1]) * (1 + 1e-12)
        predicted = 4 * t**2 if name == "chain" else 16*t**2 - 4*t**2/(n*(n+1))
        assert abs(squared - predicted) < 1e-10
        estimates[name, n] = (root, sqrt(r[n]), sqrt(squared))
    for n in range(len(r)):
        predicted = (4 - 2 / (n + 1) if name == "chain"
                     else 16 * (1 - 1 / (2 * (n + 1))) ** 2)
        assert abs(r[n] / t**2 - predicted) < 1e-11
    assert abs(estimates[name, 39][2] - true_W) < 1e-3

# Large-n prefactors, including their first correction
n = MAX_LENGTH // 2
stirling_chain = walks["chain"][2 * n] * sqrt(pi * n) / 4 ** n
stirling_square = walks["square"][2 * n] * pi * n / 16 ** n
assert abs(stirling_chain - (1 - 1 / (8 * n))) < 1 / n ** 2
assert abs(stirling_square - (1 - 1 / (4 * n))) < 1 / n ** 2

# Triangular lattice: even moments see one edge, shifted moments the other
a, b = np.meshgrid(*(2 * pi * np.arange(N) / N,) * 2)
tri_band = 2 * (np.cos(a) + np.cos(b) + np.cos(a + b))
tri_r = [tri[2 * k + 2] / tri[2 * k] for k in range(MAX_LENGTH // 2)]
tri_far = sqrt(40 * tri_r[39] - 39 * tri_r[38])
assert abs(tri_far - tri_band.max()) < 0.02
shifted = [sum(comb(m, k) * 6 ** (m - k) * (-1) ** k * tri[k]
               for k in range(m + 1)) for m in range(MAX_LENGTH + 1)]
R = [shifted[m + 1] / shifted[m] for m in range(MAX_LENGTH)]
assert all(R[m] > R[m - 1] for m in range(1, len(R))) and R[-1] < 9
tri_width = 80 * R[79] - 79 * R[78]
tri_near = 6 - tri_width
assert abs(tri_near - tri_band.min()) < 0.05

print(f"on-site energy E0 = {E0:.2f} eV, hopping t = {t:.2f} eV")
print("closed walks of 2n steps (pure numbers)")
for n in range(1, 7):
    print(f"n={n}: chain {walks['chain'][2*n]}, square {walks['square'][2*n]}")
for name in walks:
    print(f"{name}: second moment = {t**2 * walks[name][2]:.4f} eV^2, "
          f"fourth = {t**4 * walks[name][4]:.4f} eV^4")
print("estimates of W in eV: root, sqrt(ratio), extrapolated")
for name in walks:
    for n in (1, 2, 5, 10, 20, 39):
        v = estimates[name, n]
        print(f"{name} n={n}: {v[0]:.5f}, {v[1]:.5f}, {v[2]:.5f}")
for name in walks:
    W = estimates[name, 39][2]
    print(f"{name} edges from moments, n=39: {E0-W:.5f}, {E0+W:.5f} eV")
    print(f"{name} edges by diagonalization: "
          f"{levels[name][0]:.5f}, {levels[name][-1]:.5f} eV")
print(f"mesh points per direction N = {N}")
for name in walks:
    print(f"{name}: extra winding walks at order N = {winding[name]:.4f}")
print(f"C_40*sqrt(40 pi)/4^40, chain = {stirling_chain:.5f}")
print(f"C_40*(40 pi)/16^40, square = {stirling_square:.5f}")
print(f"triangular: closed three-step walks = {tri[3]}")
print(f"triangular: largest |A| from even moments = {tri_far:.4f}")
print(f"triangular: width of A from shifted moments = {tri_width:.4f}")
print(f"triangular: other edge of A from shift = {tri_near:.4f}")
print(f"triangular: edges of A from band = "
      f"{tri_band.min():.4f}, {tri_band.max():.4f}")
print(f"triangular: energy edges from moments = "
      f"{E0 - t*tri_far:.4f}, {E0 - t*tri_near:.4f} eV")
print("no test failed")
```

Running it gives:

```
on-site energy E0 = 1.00 eV, hopping t = 0.50 eV
closed walks of 2n steps (pure numbers)
n=1: chain 2, square 4
n=2: chain 6, square 36
n=3: chain 20, square 400
n=4: chain 70, square 4900
n=5: chain 252, square 63504
n=6: chain 924, square 853776
chain: second moment = 0.5000 eV^2, fourth = 0.3750 eV^4
square: second moment = 1.0000 eV^2, fourth = 2.2500 eV^4
estimates of W in eV: root, sqrt(ratio), extrapolated
chain n=1: 0.70711, 0.86603, 1.00000
chain n=2: 0.78254, 0.91287, 1.00000
chain n=5: 0.86918, 0.95743, 1.00000
chain n=10: 0.91685, 0.97701, 1.00000
chain n=20: 0.94941, 0.98802, 1.00000
chain n=39: 0.96961, 0.99373, 1.00000
square n=1: 1.00000, 1.50000, 1.87083
square n=2: 1.22474, 1.66667, 1.95789
square n=5: 1.51095, 1.83333, 1.99165
square n=10: 1.68124, 1.90909, 1.99773
square n=20: 1.80277, 1.95238, 1.99940
square n=39: 1.88028, 1.97500, 1.99984
chain edges from moments, n=39: -0.00000, 2.00000 eV
chain edges by diagonalization: 0.00000, 2.00000 eV
square edges from moments, n=39: -0.99984, 2.99984 eV
square edges by diagonalization: -1.00000, 3.00000 eV
mesh points per direction N = 12
chain: extra winding walks at order N = 2.0000
square: extra winding walks at order N = 4.0000
C_40*sqrt(40 pi)/4^40, chain = 0.99688
C_40*(40 pi)/16^40, square = 0.99377
triangular: closed three-step walks = 12
triangular: largest |A| from even moments = 5.9995
triangular: width of A from shifted moments = 9.0062
triangular: other edge of A from shift = -3.0062
triangular: edges of A from band = -3.0000, 6.0000
triangular: energy edges from moments = -1.9998, 2.5031 eV
no test failed
```
